# Atomic shells are not maxima of the electron density

**The argument under comment**

The argument to be assessed runs as follows.

"The electrons of an atom occupy shells, each at its own typical distance from the nucleus. The plotted radial distribution of a many-electron atom has a peak for each shell. Single orbitals agree: the 2s density has a maximum well away from the nucleus, and the 2p density vanishes at the nucleus and is largest at a finite radius. An observer moving outwards therefore crosses dense layers separated by thin ones, and the electron density \(\rho(r)\) has a maximum at each shell."

The statements about 2s and 2p are correct. The conclusion does not follow from them, and two steps need examination: the passage from the radial distribution to the density, and the passage from one orbital to a whole atom.

Hartree atomic units are used, with lengths in bohr, \(a_0\). The nucleus is a point of charge \(Z\), relativity is left out, and \(\rho(r)\) is the density averaged over directions.

**First objection: two different quantities**

The density \(\rho\) is a number of electrons per volume. The radial distribution is a number of electrons per length of radius,

\[
D(r)=4\pi r^2\rho(r),
\]

because a layer between \(r\) and \(r+dr\) has volume \(4\pi r^2\,dr\). A peak of \(D\) says that a layer of given thickness holds many electrons. It may do so because the layer is large, not because it is dense.

To compare the two, define the logarithmic slope \(g(r)=-\rho'(r)/\rho(r)\), which is positive where the density falls. The logarithm of \(D\) is \(\ln 4\pi+2\ln r+\ln\rho\), and its derivative is

\[
\frac{D'}{D}=\frac{2}{r}-g .
\]

Thus \(D\) rises where \(rg<2\) and falls where \(rg>2\). The product \(rg\) is the local power of the fall: for \(\rho\propto r^{-p}\) it equals \(p\). A maximum of \(D\) occurs where the density passes from falling more slowly than \(r^{-2}\) to falling faster. No rise of \(\rho\) is needed.

The one-electron ground state shows this already. Its density is proportional to \(e^{-2Zr}\), so \(g=2Z\) at every radius. The density is largest at the nucleus, while \(D\) has its maximum where \(2Zr=2\), at \(r=1/Z\).

**Second objection: one orbital is not a shell**

The argument could still be right if the maxima of single orbitals survived in the sum. Consider independent electrons in the bare potential \(-Z/r\), and write \(x=Zr\). The normalized \(n=2\) radial functions satisfy

\[
R_{20}^2=\frac{Z^3}{8}(2-x)^2e^{-x},\qquad
R_{21}^2=\frac{Z^3}{24}x^2e^{-x}.
\]

Their derivatives follow from

\[
\frac{d}{dx}\left[(2-x)^2e^{-x}\right]=-(2-x)(4-x)e^{-x},\qquad
\frac{d}{dx}\left[x^2e^{-x}\right]=x(2-x)e^{-x}.
\]

The 2s density has a node at \(r=2/Z\) and an outer maximum at \(4/Z\). The 2p density has its maximum at \(2/Z\), at the very radius of the 2s node. A filled shell has one s and three p orbitals, so the relevant sum is

\[
R_{20}^2+3R_{21}^2=\frac{Z^3}{8}\left(4-4x+2x^2\right)e^{-x}.
\]

Its derivative with respect to \(x\) is

\[
\frac{Z^3}{8}\left(-4+4x-4+4x-2x^2\right)e^{-x}
=-\frac{Z^3}{4}(x-2)^2e^{-x}=-2R_{20}^2 .
\]

This is never positive. The filled shell has a level point at the 2s node and no maximum away from the nucleus. The question is whether this is an accident of \(n=2\).

**The same result for every filled Coulomb shell**

Let \(u_l=rR_{nl}\) for fixed \(n\), with \(\int_0^\infty u_l^2\,dr=1\) and \(R_{nl}\) positive near the nucleus. Twice the radial Hamiltonian is

\[
h_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-\frac{2Z}{r},\qquad
h_lu_l=-\frac{Z^2}{n^2}u_l .
\]

For \(l\ge1\) put \(W=l/r-Z/l\), and define \(A_l=d/dr+W\) and \(A_l^\dagger=-d/dr+W\). Acting on a function, the products give

\[
A_l^\dagger A_l=-\frac{d^2}{dr^2}-W'+W^2,\qquad
A_lA_l^\dagger=-\frac{d^2}{dr^2}+W'+W^2 .
\]

Since \(W'=-l/r^2\) and \(W^2=l^2/r^2-2Z/r+Z^2/l^2\),

\[
A_l^\dagger A_l=h_l+\frac{Z^2}{l^2},\qquad
A_lA_l^\dagger=h_{l-1}+\frac{Z^2}{l^2}.
\]

Hence \(A_l^\dagger A_lu_l=c_l^2u_l\), with \(c_l=Z\sqrt{1/l^2-1/n^2}\). Applying \(A_l\) once more shows that \(A_lu_l\) is an eigenfunction of \(h_{l-1}\) with the same energy. It decays at large \(r\). Near the nucleus \(u_l\approx ar^{l+1}\) with \(a>0\), so \(A_lu_l\approx(2l+1)ar^l\), which is the regular behaviour for \(l-1\) with a positive sign. It is therefore a positive multiple of \(u_{l-1}\). Integration by parts, with vanishing boundary terms, gives \(\int(A_lu_l)^2dr=\int u_lA_l^\dagger A_lu_l\,dr=c_l^2\), so the multiple is \(c_l\):

\[
A_lu_l=c_lu_{l-1},\qquad A_l^\dagger u_{l-1}=c_lu_l .
\]

The second relation follows by applying \(A_l^\dagger\) to the first and dividing by \(c_l\). It also holds for \(l=n\), where \(c_n=0\): then \(A_nA_n^\dagger u_{n-1}=0\), so \(\int(A_n^\dagger u_{n-1})^2dr=0\) and \(A_n^\dagger u_{n-1}=0\).

Now insert \(u=rR\) and \(u'=rR'+R\), and divide by \(r\). The first relation, and the second with \(l\) replaced by \(l+1\), become

\[
R_l'=-\frac{l+1}{r}R_l+\frac{Z}{l}R_l+c_lR_{l-1},
\]
\[
R_l'=\frac{l}{r}R_l-\frac{Z}{l+1}R_l-c_{l+1}R_{l+1}.
\]

Multiply the first by \(l\), the second by \(l+1\), and add. The \(1/r\) terms cancel, and so do \(+ZR_l\) and \(-ZR_l\). For \(l\ge1\),

\[
(2l+1)R_l'=l\,c_lR_{l-1}-(l+1)c_{l+1}R_{l+1}.
\]

For \(l=0\) only the second relation exists, and the term in \(Z\) survives: \(R_0'=-ZR_0-c_1R_1\).

Let \(T_l=l\,c_lR_{l-1}R_l\) for \(1\le l\le n-1\), and \(T_n=0\). Multiplying the derivatives by \(2R_l\) and summing gives

\[
\frac{d}{dr}\sum_{l=0}^{n-1}(2l+1)R_l^2
=2\left[-ZR_0^2-T_1+\sum_{l=1}^{n-1}(T_l-T_{l+1})\right]
=-2ZR_0^2 ,
\]

because the last sum telescopes to \(T_1-T_n=T_1\).

Summed over \(m\), the squared spherical harmonics give \((2l+1)/4\pi\), and each orbital holds two electrons. The density of shell \(n\) is therefore \(\frac{2}{4\pi}\sum_l(2l+1)R_l^2\), and that of its s electrons is \(\frac{2}{4\pi}R_0^2\). Adding any set of filled shells, with total s density \(\rho_s\),

\[
\rho'=-2Z\rho_s,\qquad g=2Z\,\frac{\rho_s}{\rho}.
\]

If the 1s shell is included, \(\rho_s\) has no zero at finite \(r\), and the fall is strict. The slope measures the local fraction of s electrons. That fraction can vary with radius, so a density without outer maxima can still have regions of faster and slower fall.

**Ten independent electrons**

Take \(Z=10\) with the K and L shells filled. The turning points of \(D\) are as follows.

| | \(r\) (\(a_0\)) | \(\rho\) (\(a_0^{-3}\)) | \(g\) (\(a_0^{-1}\)) |
|---|---|---|---|
| maximum | 0.111 | 82.7 | 18.05 |
| minimum | 0.208 | 20.7 | 9.62 |
| maximum | 0.426 | 6.65 | 4.69 |

From the minimum to the outer maximum the density falls by a factor \(20.7/6.65=3.1\), while \(r^2\) grows by \((0.426/0.208)^2=4.2\). Their quotient, about 1.35, is the rise of \(D\). The second peak is thus a region of lower density than the gap before it.

The slope has two simple limits. At the nucleus only s electrons contribute, so \(g=2Z=20\,a_0^{-1}\). Far out the L shell dominates. Its s fraction is \((2-x)^2/(4-4x+2x^2)\), which tends to \(1/2\), so \(g\to Z=10\,a_0^{-1}\). At the outer maximum of \(D\) the slope is 4.69, below both limits, so \(g\) must have a minimum in between. The L shell shows there as a region of slow fall.

**What changes in a real atom**

The proof needs orbitals of different \(l\) in a shell to share one energy and one Coulomb potential. Electron repulsion removes both conditions, and open shells lie outside the theorem in any case. For interacting electrons no general proof is offered here; whether the density still falls monotonically is examined below by calculation for one atom.

One limit remains simple. In a mean field whose other terms stay finite at the nucleus, the terms in \(1/r\) of the s equation must cancel, so \(R'(0)=-ZR(0)\). The density of other electrons vanishes there at least as \(r^2\). Hence \(g(0)=2Z\), and the density starts by falling.

The free iodine atom, \(Z=53\), was treated by non-relativistic restricted Hartree–Fock theory. The five 5p electrons were spread evenly over the six spin orbitals, which keeps the atom spherical. This leaves out correlation and relativity. It also counts the repulsion among the 5p electrons slightly too strongly: the fifteen pairs of spin orbitals, each with weight \((5/6)^2\), amount to 10.4 pairs instead of ten, which raises the total energy by about 0.14 hartree. Relativity matters most for the core, but not only there. A scalar-relativistic estimate moves the four maxima of \(D\) inwards by roughly 12, 5, 1 and 1 percent and raises the slope at its outermost minimum by about 6 percent. The density still falls throughout, and the numbers of maxima of \(D\) and minima of \(g\) do not change. The tabulated values belong to this model and are not predictions for experiment.

The derivative \(\rho'\) was negative at all 6000 sampled radii from 0.0002 to 15 \(a_0\). Some subshell densities do rise with \(r\), as the argument says orbitals can. Their combined rise was compared with the combined fall of the others. The largest ratio was about 0.49, near 0.54 \(a_0\); a rising total density would need a ratio above one.

The radial distribution has four maxima:

| \(r\) (\(a_0\)) | \(r\) (pm) | \(D\) (\(a_0^{-1}\)) | \(\rho\) (\(a_0^{-3}\)) |
|---|---|---|---|
| 0.021 | 1.1 | 66.8 | 12 170 |
| 0.089 | 4.7 | 87.6 | 890 |
| 0.247 | 13.1 | 73.9 | 96.6 |
| 0.711 | 37.6 | 28.4 | 4.47 |

The second peak of \(D\) is the highest, although the density there is about fourteen times lower than at the first. The minima between the peaks enclose 2.0, 11.3 and 28.9 electrons. Filled K, L and M shells would give 2, 10 and 28, so the peaks do correspond to shells, but shells overlap and a minimum of \(D\) is not a sharp border.

**The missing fifth peak**

Iodine has occupied shells up to \(n=5\), yet \(D\) has four maxima. The claim that the radial distribution has a peak for each shell therefore fails too, at this level of theory. The slope shows more. It starts at \(106\,a_0^{-1}=2Z\) and has four minima:

| \(r\) (\(a_0\)) | \(g\) (\(a_0^{-1}\)) | \(rg\) |
|---|---|---|
| 0.066 | 19.4 | 1.29 |
| 0.211 | 6.89 | 1.46 |
| 0.601 | 1.88 | 1.13 |
| 2.02 | 1.48 | 3.0 |

The first three lie in the regions where \(D\) climbs towards its second, third and fourth maxima, and \(rg<2\) as it must be there. The fourth lies outside the last maximum of \(D\). The density again falls more gently, but still faster than \(r^{-2}\), so \(D\) keeps falling:

\[
\frac{D'}{D}=\frac{2}{2.02}-1.48\approx-0.49\,a_0^{-1}.
\]

The natural reading is that the steep initial fall belongs to the K shell and the four minima to L, M, N and O. For the outermost minimum this rests on its position, not on a separation of the slope into subshells. One atom also does not establish that the slope resolves every shell of every atom.

These results do not hang on one numerical method. A separate Hartree–Fock calculation in a Gaussian basis agreed with the density within 0.4 percent of its local value between 0.01 and 3 \(a_0\). It was tested to give a density falling across its own grid, from 0.003 to 6 \(a_0\), and four maxima of \(D\) within 3 percent of the radii above.

**What can be kept of the argument**

The result does not extend to every state of an atom. A one-electron atom excited to 2p has a density proportional to \(r^2e^{-Zr}\), which vanishes at the nucleus and has a true maximum at \(2/Z\). The orbital facts in the argument describe such a state correctly. They do not carry over to the atoms treated here, where other electrons fill the nodes and the inner region.

The last sentence of the argument should be replaced by this one: "An observer moving outwards through the filled K and L shells of the Coulomb model, or through the Hartree–Fock iodine atom computed here, finds the density falling throughout, but at an uneven rate; outside the steep K-shell core the regions of slower fall are naturally read as the shells, and they produce a peak of \(4\pi r^2\rho\) where the fall becomes slower than \(r^{-2}\) and then faster again." The numerical output below gives the turning points in full.

## Calculated quantities

```
Model: Z = 10, K and L filled, independent electrons
2s node 0.2000 a0; 2s outer density max 0.4000 a0
2p density max 0.2000 a0
model D max: r = 0.1108 a0, rho = 82.7026 a0^-3, g = 18.050 a0^-1
model D max: r = 0.4262 a0, rho = 6.6535 a0^-3, g = 4.692 a0^-1
model D min: r = 0.2080 a0, rho = 20.7137 a0^-3, g = 9.617 a0^-1
Iodine: Z = 53, spherical restricted Hartree-Fock
total energy on the radial grid -6917.837 Eh
virial ratio -V/T = 2.0000000
coarse Gaussian basis: energy -6917.251 Eh, largest density difference in 0.01-3 a0 2.811 percent at 1.250 a0
fine Gaussian basis: energy -6917.795 Eh, largest density difference in 0.01-3 a0 0.352 percent at 1.209 a0
slope g at nucleus 106.00 a0^-1; 2Z = 106 a0^-1
sampled range 0.0002 to 15.0 a0, 6000 points
points where rho rises: 0
largest rising/falling ratio 0.4925 at r = 0.5436 a0
iodine D max: r = 0.0209 a0 = 1.11 pm, D = 66.796 a0^-1, rho = 1.217e+04 a0^-3, rising/falling = 0.041
iodine D max: r = 0.0885 a0 = 4.68 pm, D = 87.557 a0^-1, rho = 889.9 a0^-3, rising/falling = 0.050
iodine D max: r = 0.2468 a0 = 13.06 pm, D = 73.913 a0^-1, rho = 96.58 a0^-3, rising/falling = 0.013
iodine D max: r = 0.7111 a0 = 37.63 pm, D = 28.426 a0^-1, rho = 4.473 a0^-3, rising/falling = 0.000
iodine D min: r = 0.0392 a0, D = 58.709 a0^-1, rho = 3042 a0^-3, electrons inside = 2.00
iodine D min: r = 0.1648 a0, D = 63.522 a0^-1, rho = 186.2 a0^-3, electrons inside = 11.33
iodine D min: r = 0.5150 a0, D = 23.667 a0^-1, rho = 7.102 a0^-3, electrons inside = 28.93
iodine g min: r = 0.0664 a0, g = 19.370 a0^-1
iodine g min: r = 0.2113 a0, g = 6.892 a0^-1
iodine g min: r = 0.6014 a0, g = 1.882 a0^-1
iodine g min: r = 2.0181 a0, g = 1.479 a0^-1
iodine g max: r = 0.1071 a0, g = 24.184 a0^-1
iodine g max: r = 0.3622 a0, g = 12.321 a0^-1
iodine g max: r = 1.0444 a0, g = 4.654 a0^-1
iodine g max: r = 3.9878 a0, g = 1.767 a0^-1
```
